# Pauli spin coupling, spin-flip vertex and seagull vertex for a quantized field

Take one electron and one photon mode of energy 2 eV in a periodic box of volume $10^9$ Å$^3$, one wavelength long in the direction of the photon. If the mode is circularly polarized and its partner of opposite helicity is left out, squaring $\boldsymbol\sigma\cdot(\mathbf p-q\mathbf A)$ as a matrix splits the two electron spin states by $3.447\times10^{-7}$ eV, with no photon present and no static magnetic field. This equals the matrix element for scattering a photon between two modes of this energy with parallel linear polarizations. When the partner mode is restored, the splitting disappears. The cause is an operator-ordering term that vanishes for the complete field but not for every truncation of it. The derivation below keeps track of that term while it produces the spin coupling and the photon vertices.

## 1. Model and normalization of the field

Atomic units are used in the algebra: $\hbar=m=e=4\pi\epsilon_0=1$ and $c=1/\alpha$, with $\alpha$ the fine-structure constant. The symbols $m$ and $q$ are kept so that factors can be traced; for the electron $m=1$ and $q=-1$. The Hamiltonian is

$$H=\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2m}+\sum_{\mathbf k\lambda}\omega_k a^\dagger_{\mathbf k\lambda}a_{\mathbf k\lambda},\qquad \boldsymbol\pi=\mathbf p-q\mathbf A(\mathbf r). \tag{1}$$

A scalar potential would stand outside the square and leave its expansion unchanged. The squared form is a physical input. A term proportional to $\boldsymbol\sigma\cdot\mathbf B$ is gauge invariant by itself, so gauge invariance does not fix its coefficient. Replacing $(\boldsymbol\sigma\cdot\mathbf p)^2$ by the equal operator $p^2$ first, and inserting $\boldsymbol\pi$ afterwards, would give no spin coupling at all.

In Coulomb gauge the field is

$$\mathbf A(\mathbf r)=\sum_{\mathbf k\lambda}\eta_k\left(\mathbf e_{\mathbf k\lambda}a_{\mathbf k\lambda}e^{i\mathbf k\cdot\mathbf r}+\mathbf e^*_{\mathbf k\lambda}a^\dagger_{\mathbf k\lambda}e^{-i\mathbf k\cdot\mathbf r}\right),\qquad \mathbf k\cdot\mathbf e_{\mathbf k\lambda}=0, \tag{2}$$

with orthonormal polarizations, $\mathbf e^*_{\mathbf k\lambda}\cdot\mathbf e_{\mathbf k\lambda'}=\delta_{\lambda\lambda'}$, in a periodic box of volume $V$.

The amplitude $\eta_k$ follows from the field energy $\frac{1}{8\pi}\int(E^2+c^2B^2)\,d^3r$. The free field has $a\propto e^{-i\omega t}$, so $\mathbf E=-\partial_t\mathbf A$ carries a factor $\omega$ and $\mathbf B=\nabla\times\mathbf A$ a factor $k=\omega/c$. One mode therefore contributes

$$\frac{V}{8\pi}(\omega^2+c^2k^2)\eta_k^2(aa^\dagger+a^\dagger a)=\frac{V\omega^2\eta_k^2}{4\pi}(aa^\dagger+a^\dagger a).$$

Products $a_{\mathbf k}a_{-\mathbf k}$ survive the spatial integral, but their electric and magnetic parts have coefficients $-\omega^2$ and $+c^2k^2$ and cancel. Equating the result to $\frac{\omega}{2}(aa^\dagger+a^\dagger a)$ gives

$$\eta_k=\sqrt{\frac{2\pi}{V\omega_k}}. \tag{3}$$

The zero-point energy is dropped from (1).

## 2. Squaring without losing operator order

The Pauli matrices commute with $\boldsymbol\pi$ and satisfy $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$. Hence

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\sigma_i\sigma_j\pi_i\pi_j=\boldsymbol\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi). \tag{4}$$

The cross product of an operator vector with itself need not vanish. Since $\mathbf p\times\mathbf p=0$,

$$\boldsymbol\pi\times\boldsymbol\pi=-q(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)+q^2\mathbf A\times\mathbf A. \tag{5}$$

For the linear term, exchange the summation labels in the second product, which reverses the sign of $\epsilon_{kij}$:

$$(\mathbf p\times\mathbf A+\mathbf A\times\mathbf p)_k=\epsilon_{kij}(p_iA_j+A_ip_j)=\epsilon_{kij}(p_iA_j-A_jp_i)=-i\epsilon_{kij}\partial_iA_j=-iB_k.$$

The third equality is $[p_i,f(\mathbf r)]=-i\partial_if$. It applies to each mode function, because $\mathbf p$ commutes with the photon operators. Thus $\boldsymbol\pi\times\boldsymbol\pi=iq\mathbf B+q^2\mathbf A\times\mathbf A$, and

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2-q\,\boldsymbol\sigma\cdot\mathbf B+iq^2\boldsymbol\sigma\cdot(\mathbf A\times\mathbf A). \tag{6}$$

For a classical field the last term is zero. For a quantized field it is a commutator:

$$(\mathbf A\times\mathbf A)_k=\tfrac12\epsilon_{kij}[A_i,A_j]. \tag{7}$$

Different modes commute. Within one mode, $[a,a^\dagger]=1$ and $[a^\dagger,a]=-1$, while the two exponentials multiply to one. Therefore

$$[A_i(\mathbf r),A_j(\mathbf r)]=\sum_{\mathbf k\lambda}\eta_k^2\left(e_ie_j^*-e_i^*e_j\right)_{\mathbf k\lambda}. \tag{8}$$

The two polarizations and $\mathbf k/k$ form a complete orthonormal basis, so

$$\sum_\lambda e_ie_j^*=\delta_{ij}-\frac{k_ik_j}{k^2}.$$

This is real and symmetric in $i,j$, so the sum (8) vanishes for each $\mathbf k$ separately. It is enough that both polarizations of every retained wavevector are present with equal amplitude; the set of wavevectors may be finite. Under this condition

$$(\boldsymbol\sigma\cdot\boldsymbol\pi)^2=\boldsymbol\pi^2-q\,\boldsymbol\sigma\cdot\mathbf B. \tag{9}$$

## 3. The false splitting

For a single mode, (7) and (8) give $\mathbf A\times\mathbf A=\eta_k^2\,\mathbf e\times\mathbf e^*$. A real polarization vector gives zero, so one linearly polarized mode is safe. For positive helicity along $z$, $\mathbf e_+=(\hat{\mathbf x}+i\hat{\mathbf y})/\sqrt2$, and

$$\mathbf e_+\times\mathbf e_+^*=\tfrac12(\hat{\mathbf x}+i\hat{\mathbf y})\times(\hat{\mathbf x}-i\hat{\mathbf y})=\tfrac12(-i\hat{\mathbf z}-i\hat{\mathbf z})=-i\hat{\mathbf z}.$$

The last term of (6), divided by $2m$, becomes

$$\Delta H=\frac{iq^2}{2m}\,\eta_k^2(-i\sigma_z)=\frac{q^2\eta_k^2}{2m}\sigma_z. \tag{10}$$

Spin up then lies above spin down by $q^2\eta_k^2/m$. Negative helicity gives the opposite sign. The term contains no photon operator, so it acts in the vacuum and is the same for every photon number. It does not depend on the sign of the charge, unlike a Zeeman energy.

A calculation that keeps one helicity should therefore start from the expanded Hamiltonian (11) below and omit $\mathbf A\times\mathbf A$. This is what projection of the full problem gives. With the omitted modes held in their vacuum, their linear terms average to zero, and their contribution to $\mathbf A^2$ is a constant without spin. This removes (10) but not every spin asymmetry of the energy levels, because virtual emission and reabsorption of the retained helicity through the vertices of Section 5 is no longer balanced by the partner mode. In second order the splitting is $q^2\eta_k^2k^2/2m^2\omega$ for an electron at rest, and $q^2\eta_k^2kp/m^2\omega$, with the spin axis along $\mathbf p$, for an electron moving normal to $\mathbf k$. For the example of Section 7 these are $6.7\times10^{-13}$ eV and $1.5\times10^{-9}$ eV. Both vanish when the two helicities are kept.

## 4. Expanded Hamiltonian and the value of g

The scalar square is $\boldsymbol\pi^2=p^2-q(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+q^2\mathbf A^2$. Here $\mathbf p\cdot\mathbf A-\mathbf A\cdot\mathbf p=-i\nabla\cdot\mathbf A=0$ in Coulomb gauge, so the two middle products are equal. With (9),

$$\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2m}=\frac{p^2}{2m}-\frac qm\mathbf A\cdot\mathbf p-\frac{q}{2m}\boldsymbol\sigma\cdot\mathbf B+\frac{q^2}{2m}\mathbf A^2. \tag{11}$$

The spin is $\mathbf S=\boldsymbol\sigma/2$. The $g$ factor is defined by the magnetic energy $-g\frac{q}{2m}\mathbf S\cdot\mathbf B$. Since

$$-\frac{q}{2m}\boldsymbol\sigma\cdot\mathbf B=-2\,\frac{q}{2m}\mathbf S\cdot\mathbf B,$$

the model has $g=2$. For comparison, a uniform static field with $\mathbf A=\frac12\mathbf B\times\mathbf r$ turns the orbital term into $-\frac{q}{2m}\mathbf B\cdot(\mathbf r\times\mathbf p)$, which corresponds to an orbital factor of one. The value 2 is the coefficient in the Hamiltonian. Radiative corrections to the measured moment are not included in it.

A static field $B_0\hat{\mathbf z}$ gives a check through the energy levels. Choose $\mathbf A=(0,B_0x,0)$ and consider the state with $p_y=p_z=0$. Then

$$\frac{(\boldsymbol\sigma\cdot\boldsymbol\pi)^2}{2m}=\frac{p_x^2+q^2B_0^2x^2}{2m}-\frac{qB_0}{2m}\sigma_z.$$

The first part is an oscillator of frequency $\omega_c=|q|B_0/m$, with lowest energy $\omega_c/2$. For $q=-1$ and $B_0>0$ the spin term is $+\omega_c/2$ for spin up and $-\omega_c/2$ for spin down, so the levels lie at $\omega_c$ and zero. With $B_0=0.50$, the position grid gives 0.250 hartree without spin, 0.500 hartree for spin up and zero for spin down. A different $g$ would move the lower level away from zero. For $g>2$ it would become negative, which the square of a Hermitian operator forbids.

## 5. One-photon vertices

From (2), the absorption part of $\mathbf B=\nabla\times\mathbf A$ is $i\eta_k(\mathbf k\times\mathbf e)a\,e^{i\mathbf k\cdot\mathbf r}$. Inserting the absorption parts of $\mathbf A$ and $\mathbf B$ in (11) gives, for one initial photon,

$$\langle0|H|1_{\mathbf k\lambda}\rangle=\eta_k e^{i\mathbf k\cdot\mathbf r}\left[-\frac qm\,\mathbf e\cdot\mathbf p-\frac{iq}{2m}\,\boldsymbol\sigma\cdot(\mathbf k\times\mathbf e)\right]. \tag{12}$$

This is still an operator on the electron. The order of $e^{i\mathbf k\cdot\mathbf r}$ and $\mathbf e\cdot\mathbf p$ does not matter, because $\mathbf e\cdot\mathbf k=0$. Emission is the Hermitian conjugate. With $n$ photons initially in the mode, absorption gains a factor $\sqrt n$ and emission a factor $\sqrt{n+1}$.

The first term conserves spin. The second flips it through the components of $\mathbf k\times\mathbf e$ normal to the spin axis. Take that axis along $z$:

- For $\mathbf k=k\hat{\mathbf z}$ and $\mathbf e=\hat{\mathbf x}$, $\mathbf k\times\mathbf e=k\hat{\mathbf y}$. The matrix $\sigma_y$ has off-diagonal elements of magnitude one, so the flip element has magnitude $|q|\eta_kk/2m$ in both directions.
- For $\mathbf k=k\hat{\mathbf x}$ and $\mathbf e=\hat{\mathbf y}$, $\mathbf k\times\mathbf e=k\hat{\mathbf z}$. The spin vertex is proportional to $\sigma_z$ and flips nothing.
- For $\mathbf k=k\hat{\mathbf z}$ and $\mathbf e=\mathbf e_+$, $\hat{\mathbf z}\times\mathbf e_+=(\hat{\mathbf y}-i\hat{\mathbf x})/\sqrt2=-i\mathbf e_+$.

In the third case $\boldsymbol\sigma\cdot\mathbf e_+=(\sigma_x+i\sigma_y)/\sqrt2=\sqrt2\,|{\uparrow}\rangle\langle{\downarrow}|$, and the spin part of (12) becomes

$$-\frac{iq}{2m}\eta_kk(-i)\sqrt2\,|{\uparrow}\rangle\langle{\downarrow}|=-\frac{q\,\eta_kk}{\sqrt2\,m}|{\uparrow}\rangle\langle{\downarrow}|, \tag{13}$$

times $e^{i\mathbf k\cdot\mathbf r}$. Through this spin vertex, absorbing a positive-helicity photon along $z$ can raise the spin projection by one unit but cannot lower it.

Replacing $\mathbf A(\mathbf r)$ by its value at a fixed point before taking the curl gives $\mathbf B=0$ and removes the spin vertex. To keep the spin vertex at long wavelength, form $\mathbf B$ first and set $e^{i\mathbf k\cdot\mathbf r}\approx1$ afterwards. This retains the spin flips that leave the orbital state unchanged. A flip through this vertex that also changes the orbital state to an orthogonal one needs the next order in $\mathbf k\cdot\mathbf r$.

Equation (12) is a coupling, not a rate. For a free electron at rest, absorbing one photon would require $mc^2+\omega=\sqrt{m^2c^4+\omega^2}$. Squaring gives $2mc^2\omega=0$, so no photon of finite energy satisfies it. A real one-photon spin flip needs a further energy or momentum balance, such as a bound state in a static magnetic field.

## 6. Two-photon vertex

The seagull vertex is the term $q^2\mathbf A^2/2m$, in which two photon lines meet the electron at one point. For scattering from mode $\mathbf k\lambda$ to a different mode $\mathbf k'\lambda'$, the required product $a'^\dagger a$ occurs in two orders in $\mathbf A\cdot\mathbf A$. Operators of different modes commute, so the orders are equal and cancel the factor $1/2$:

$$\langle1_{\mathbf k'\lambda'}|H|1_{\mathbf k\lambda}\rangle=\frac{q^2}{m}\eta_k\eta_{k'}\,\mathbf e'^*\cdot\mathbf e\;e^{i(\mathbf k-\mathbf k')\cdot\mathbf r}. \tag{14}$$

Absorbing one photon from each of two different modes gives, by the same count,

$$\langle0|H|1_{\mathbf k\lambda}1_{\mathbf k'\lambda'}\rangle=\frac{q^2}{m}\eta_k\eta_{k'}\,\mathbf e\cdot\mathbf e'\;e^{i(\mathbf k+\mathbf k')\cdot\mathbf r}. \tag{15}$$

For two photons in one mode there is a single product $a^2$, and $\langle0|a^2|2\rangle=\sqrt2$:

$$\langle0|H|2_{\mathbf k\lambda}\rangle=\frac{q^2\eta_k^2}{\sqrt2\,m}\,\mathbf e\cdot\mathbf e\;e^{2i\mathbf k\cdot\mathbf r}. \tag{16}$$

This vanishes for circular polarization, since $\mathbf e_+\cdot\mathbf e_+=0$. The diagonal part of one mode is $\frac{q^2\eta_k^2}{2m}(2n+1)$. Its photon-independent piece, summed over modes, is a spin-independent constant that depends on the mode cutoff.

All these elements multiply the unit spin matrix. For two different modes a spin part from $\mathbf A\times\mathbf A$ would contain $\mathbf e'^*\times\mathbf e+\mathbf e\times\mathbf e'^*=0$, so it cancels even in an incomplete mode set. The $\mathbf A\times\mathbf A$ term of the truncated Hamiltonian is thus confined to the constant (10). Its splitting $q^2\eta_k^2/m$ has the same prefactor as (14) at equal photon energies, which explains the equality in the opening example.

## 7. Numbers for the example

The inputs are a photon energy of 2.0 eV, a box volume of $10^9$ Å$^3$ and an electron kinetic energy of 5.0 eV, with the electron moving along the polarization of the photon. The program enters the volume as that of a cube of edge 1000 Å, but only the volume appears in the matrix elements. A periodic cube of that edge would hold no 2 eV mode, because the wavelength $2\pi/k$ is about 6200 Å. The box is therefore taken one wavelength long along $\mathbf k$ and correspondingly narrower across it. Converted to atomic units, $\omega=0.073499$ and $V=6.74833\times10^9$. Then

$$\eta=\sqrt{\frac{2\pi}{6.74833\times10^9\times0.073499}}=1.12552\times10^{-4},$$

$$k=\frac{0.073499}{137.036}=5.36346\times10^{-4},\qquad p=\sqrt{\frac{2\times5.0}{27.2114}}=0.60621.$$

The magnitudes of the matrix elements are:

- orbital: $\eta p\times27.2114\ \mathrm{eV}=1.857\times10^{-3}$ eV;
- spin flip, linear photon along the spin axis: $\frac12\eta k\times27.2114\ \mathrm{eV}=8.213\times10^{-7}$ eV;
- spin flip, circular photon along the spin axis: $\frac{1}{\sqrt2}\eta k\times27.2114\ \mathrm{eV}=1.162\times10^{-6}$ eV;
- seagull, parallel linear polarizations: $\eta^2\times27.2114\ \mathrm{eV}=3.447\times10^{-7}$ eV.

The linear spin flip is weaker than the orbital element by $k/2p=4.42\times10^{-4}$, because the photon wavenumber is small compared with the electron momentum. This ratio does not depend on the volume.

The false splitting is $3.447\times10^{-7}$ eV, or 0.42 of the linear spin-flip element. That comparison does depend on the volume: one-photon elements scale as $V^{-1/2}$, while the seagull and the false splitting scale as $V^{-1}$. At fixed photon energy, a smaller volume makes the error larger relative to the spin flip.

## 8. Scattering by an electron at rest

A cross section tests the seagull vertex without reference to the box. Let $\omega\ll mc^2$, so that recoil can be neglected and the outgoing photon also has energy $\omega$. By (3) and (14), the matrix element between electron plane waves is

$$M=\frac{q^2}{m}\frac{2\pi}{V\omega}\,\mathbf e'^*\cdot\mathbf e.$$

In a box much larger than the wavelength, the density of final photon states in $d\Omega$ is $V\omega^2d\Omega/(2\pi c)^3$, and one incoming photon has flux $c/V$. The golden-rule rate divided by the flux is

$$\frac{d\sigma}{d\Omega}=2\pi|M|^2\frac{V\omega^2}{(2\pi c)^3}\frac Vc=r_e^2\,|\mathbf e'^*\cdot\mathbf e|^2,\qquad r_e=\frac{q^2}{mc^2}. \tag{17}$$

Both $V$ and $\omega$ cancel. The sum over final polarizations gives $1-|\hat{\mathbf k}'\cdot\mathbf e|^2$, whose integral over directions is $4\pi-4\pi/3$. Thus $\sigma=8\pi r_e^2/3$. The computed values are $r_e=2.818\times10^{-5}$ Å and $\sigma=6.652\times10^{-9}$ Å².

Two one-photon vertices in second order have the same power of $q$ as the seagull and must be compared with it. An orbital vertex acting first gives zero, since $\mathbf p=0$ initially. For a bound electron this argument fails, and the orbital terms can be as large as the seagull when the photon energy is comparable to the excitation energies or below them.

Now take $\mathbf k=k\hat{\mathbf z}$, $\mathbf k'=k\hat{\mathbf x}$ and $\mathbf e=\mathbf e'=\hat{\mathbf y}$, which is scattering through 90° with both polarizations normal to the scattering plane. An orbital vertex acting second contains $\mathbf e'\cdot\mathbf k$ or $\mathbf e\cdot\mathbf k'$, and both are zero. Two spin vertices remain. Write $\mathbf b=\mathbf k\times\mathbf e=-k\hat{\mathbf x}$ and $\mathbf b'=\mathbf k'\times\mathbf e'=k\hat{\mathbf z}$. Absorption first has energy denominator $+\omega$ and emission first has $-\omega$, apart from recoil, so the two orders form a commutator:

$$T=\frac{q^2\eta^2}{4m^2\omega}[\boldsymbol\sigma\cdot\mathbf b',\boldsymbol\sigma\cdot\mathbf b]=\frac{iq^2\eta^2}{2m^2\omega}\,\boldsymbol\sigma\cdot(\mathbf b'\times\mathbf b)=-\frac{iq^2\eta^2k^2}{2m^2\omega}\sigma_y. \tag{18}$$

The prefactor $q^2/4m^2$ is the product of $-iq/2m$ for absorption and $+iq/2m$ for emission. Relative to the seagull $q^2\eta^2/m$, the magnitude is $k^2/2m\omega=\omega/2mc^2$. At 2 eV this is $1.957\times10^{-6}$. The amplitude flips a spin quantized along $z$, which the seagull cannot do. A relativistic term absent from (1) enters at the same order in $\omega/mc^2$: the Dirac amplitude contains in addition $-i(\omega/2mc^2)\,\boldsymbol\sigma\cdot(\mathbf e'\times\mathbf e)$ times $q^2\eta^2/m$, for real polarizations. It vanishes here because $\mathbf e'=\mathbf e$, so (18) is the full leading spin amplitude in this geometry. For non-parallel polarizations the model (1) does not give the complete spin-flip amplitude.

## 9. Matrix implementation

The total momentum $\mathbf P=\mathbf p+\sum\mathbf k\,a^\dagger a$ is conserved when no external potential acts, because $e^{i\mathbf k\cdot\mathbf r}$ adds $\mathbf k$ to the electron while $a$ removes it from the field. In a sector of fixed $\mathbf P$ the photon numbers determine $\mathbf p=\mathbf P-\sum\mathbf kn$, and $a\,e^{i\mathbf k\cdot\mathbf r}$ becomes the plain ladder matrix. No spatial grid is needed.

A photon-number cutoff $n_{\max}$ damages $[a,a^\dagger]=1$ in the highest retained state. The square contains two field operators, so columns with every $n\le n_{\max}-2$ are unaffected. The numerical check compares the square with (11) on such columns, for two non-collinear wavevectors with elliptical polarizations.

Real polarization vectors are the safer basis. In the fixed-momentum sector every component of $\mathbf A$ is then a real combination of the matrices $a+a^\dagger$ of the separate modes. If each mode has its own cutoff, these matrices commute with one another even after truncation, so the cutoff produces no false spin term. A cutoff on the total photon number is different: it spoils the commutation in the highest retained states, and a false spin term can return there. It distorts those states but does not split levels: with real polarizations all components of $\boldsymbol\pi$ are real matrices, so complex conjugation combined with $i\sigma_y$ leaves $H$ unchanged and every level stays doubly degenerate. The highest photon states still lack their upward couplings, and convergence with $n_{\max}$ has to be checked in either basis.

## Calculated quantities

```
TESTS
largest error of operator identity: 8.9e-16 hartree
largest error of vertex formulas: 3.2e-17 hartree
g factor from position grid: 2.00000000
grid test, field strength: 0.50 a.u.
grid test, spinless lowest level: 0.250000 hartree
grid test, spin-up level: 0.500000 hartree
grid test, spin-down level: 0.000000 hartree
EXAMPLE INPUTS
photon energy: 2.0 eV
edge of quantization cube: 1000 angstrom
electron kinetic energy: 5.0 eV
INTERMEDIATE VALUES
hartree: 27.211386 eV
bohr: 0.529177 angstrom
speed of light: 137.0360 a.u.
photon energy: 0.073499 hartree
cube volume: 6.74833e+09 bohr^3
photon wavenumber: 5.36346e-04 1/bohr
electron momentum: 0.60621 a.u.
mode amplitude of A: 1.12552e-04 a.u.
MATRIX ELEMENTS (magnitudes)
orbital one-photon: 1.8566e-03 eV
spin flip, linear photon: 8.2133e-07 eV
spin flip, circular photon: 1.1615e-06 eV
linear spin flip / orbital: 4.4237e-04
seagull, parallel polarizations: 3.4471e-07 eV
false splitting, one helicity: 3.4471e-07 eV
SCATTERING BY AN ELECTRON AT REST
second order / seagull at 90 degrees: 1.9570e-06
photon energy / electron rest energy: 3.9139e-06
classical electron radius: 2.81794e-05 angstrom
Thomson cross section: 6.65246e-09 angstrom^2
```
